# Finding the radius at which random growing islands first connect two edges

## Five islands

Take a window 40 nm wide with five island centres, in nm: A(5, 10), B(14, 12), C(22, 20), D(27, 8) and E(36, 14). All islands start at the same moment as points and grow as discs of common radius $r$. At what $r$ does the covered area first join the left edge to the right edge?

Two discs of radius $r$ touch when their centres are $2r$ apart. C and D are separated by $\sqrt{5^2+12^2}=13$ nm, so they touch at $r=6.5$ nm. An island touches an edge when $r$ equals its distance from that edge: 5 nm for A on the left, 4 nm for E on the right. In order of increasing radius, the contacts are

- E-right at 4.000 nm, A-B at 4.610 nm, A-left at 5.000 nm;
- D-E at 5.408 nm, B-C at 5.657 nm;
- C-D at 6.500 nm.

Just before the last contact there are two groups, {left, A, B, C} and {D, E, right}. The next cheapest link between them is B-D, at $\tfrac12\sqrt{13^2+4^2}=6.80$ nm. The crossing radius is therefore 6.5 nm, and the path takes the detour through C because the direct step B-D closes later. One link decides the answer, but it can be identified only by knowing which islands are already connected.

The obvious method for many islands is to choose a radius, compare all pairs, search for a path, raise the radius a little and repeat. It has three faults: the answer is blurred by the radius step, the connectivity search starts afresh each time, and almost all compared pairs are too far apart to matter. Removing these faults one by one gives the efficient scheme.

## Removing the radius step

Let the window be a rectangle of width $W$, with $N$ island centres inside it. Island $i$ lies at distance $x_i$ from the left edge. To allow for late nucleation, let $r$ be a clock: the radius of an island present from the start. Island $i$ appears at $r=b_i\ge0$ and then has radius $r-b_i$. Islands keep their shapes when they overlap.

Islands $i$ and $j$, with centres $d_{ij}$ apart, are in contact when both exist and $d_{ij}\le(r-b_i)+(r-b_j)$. Solving for $r$ gives the clock value at which the link forms,

$$w_{ij}=\max\left[\frac{d_{ij}+b_i+b_j}{2},\,b_i,\,b_j\right].$$

The last two entries cover an island born inside another. The links to the edges form at

$$w_{i,\mathrm{left}}=x_i+b_i,\qquad w_{i,\mathrm{right}}=W-x_i+b_i .$$

There is no factor 1/2 here, because an edge does not grow towards the island.

A chain of links is equivalent to a covered path. If two discs are in contact, the segment between their centres is covered, one part by each disc. It also lies in the window, because a rectangle is convex. The same holds for the perpendicular from a centre to an edge that its disc touches. A chain of links thus gives a covered path. Conversely, suppose a covered path joins the edges. Sort the discs into groups connected by contacts. Different groups cover disjoint closed sets, and a connected path cannot be divided among several such sets, so it lies within one group. That group contains a disc touching the left edge and a disc touching the right edge, and hence a chain.

A chain is complete when its slowest link has formed, and the crossing happens when the first chain is complete:

$$r_c=\min_{\text{chains}}\;\max_{\text{links in chain}} w .$$

The crossing radius is therefore one of the link weights, and no radius step is needed.

## Removing the repeated search

Trying all chains is hopeless, but the links can be added in ascending order of weight. When all links up to $w$ have been added, the connected groups are those of the film and the two edges together at clock value $w$. Islands that touch the same edge therefore count as connected, which does not affect when left first joins right. The link that first puts left and right into one group has weight $r_c$. Equal weights may be taken in any order, since the returned value is the same.

The groups only ever merge, which suits a union-find structure. Each group is a tree in which every member points to a parent and the root stands for the group. To process a link, follow the pointers from both ends. If the roots agree, the link closes a loop and changes nothing. If they differ, attach one root to the other. The two edges are treated as two further members, and each root carries two flags stating whether its group contains left or right. The crossing is detected when a merged root has both flags, without any further search.

If roots are attached carelessly, a tree can degenerate into a string of length $N$. The remedy is to attach the smaller group to the larger. At that moment the combined group has at least twice as many members as the smaller one. The part of the tree below an attached root never changes afterwards, because only roots receive new children. Each step upwards therefore at least doubles the number of members below, and after $k$ steps

$$2^k\le N+2,\qquad\text{so}\qquad k\le\log_2(N+2).$$

Shortening the pointer paths during searches could reduce this further, but sorting the links already costs a logarithm.

## Removing the distant pairs

For $10^4$ islands there are $N(N-1)/2=49\,995\,000$ pairs. Suppose for the moment that only links with $w\le R$ are needed. Since $w_{ij}\ge d_{ij}/2$, they all have $d_{ij}\le h$ with $h=2R$. Divide the window into square cells of side $h$. Two centres within $h$ of each other lie in the same cell or in adjacent cells, diagonal neighbours included. Comparing each cell with itself and with four of its eight neighbours visits every such pair once.

The cells are useful only if the number of candidates examined is not much larger than the number $M$ of contacts found, meaning pairs with $d_{ij}\le h$. For uniform random centres far from the edges, candidates fill an area $9h^2$ around the cell and contacts an area $\pi h^2$ around the island, so the ratio is $9/\pi=2.86$.

Clustered islands need a separate argument. Let cell $c$ hold $n_c$ centres, and cut it into four quarters holding $m_1,\dots,m_4$. A quarter has diagonal $h/\sqrt2<h$, so any two centres in it are in contact. The number $M_c$ of contacts inside the cell then satisfies

$$M_c\ge\sum_{q=1}^4\frac{m_q(m_q-1)}2\ge\frac12\left(\frac{n_c^2}{4}-n_c\right),$$

because $\sum m_q^2\ge(\sum m_q)^2/4$. Rearranged, $n_c^2\le8M_c+4n_c$, and summed over cells, $\sum n_c^2\le8M+4N$.

The candidates within cells number $\sum n_c(n_c-1)/2=\tfrac12\sum n_c^2-\tfrac12N$. Those between neighbouring cells number $n_cn_{c'}\le(n_c^2+n_{c'}^2)/2$ for each pair of cells. Each cell belongs to at most eight such pairs, so these contribute at most $4\sum n_c^2$. Altogether

$$\text{candidates}\le\tfrac92\sum n_c^2-\tfrac12N\le36M+17.5N .$$

This holds for every arrangement of islands. It is a guarantee and not an estimate: a small square lattice of tight clumps, an unfavourable case though not the worst one, gave 8.16 candidates per contact.

## Choosing the cutoff

The remaining difficulty is that $R$ must be chosen before $r_c$ is known. The ordered list settles this. If left and right join at some $w\le R$, every link of smaller or equal weight was in the list, so the result is final. If they do not join, then $r_c>R$, and the pass is repeated with $R$ multiplied by $\sqrt2$.

For uniform islands in a window whose width and height are both much larger than $R$, the number of contacts grows as $R^2$, so each pass has about twice the contacts of the one before. All passes together then list at most about twice as many contacts as the last:

$$M_{\rm last}\left(1+\tfrac12+\tfrac14+\dots\right)\le2M_{\rm last}.$$

The complete scheme is:

1. Choose $R$, for example half the mean spacing $1/\sqrt\rho$, where $\rho$ is the number of islands per area.
2. Sort the islands by cell and list all pairs with $d_{ij}\le2R$.
3. Compute the weights, add the edge links, discard those above $R$ and sort the rest.
4. Merge groups in that order. Return the weight that joins left to right.
5. If the list ends first, replace $R$ by $\sqrt2R$ and return to step 2.

Sorting dominates, and one pass costs $O((N+M)\log(N+M))$. This is the sense in which the work is near-linear in the local contacts.

The scheme was compared with a minimax calculation over all pairs for 12 sets of 80 islands, half of them clustered. The largest difference was $2.8\times10^{-17}$ of the window side, which is rounding. A second test used the covered area itself. For 16 sets of 40 islands, half with delayed births, a flood fill on $400\times400$ pixels found no crossing at $0.00128$ window sides below $r_c$ and a crossing at the same distance above it.

## When the work is linear in the number of islands

Near-linear in $M$ does not imply near-linear in $N$. If all islands lie within one disc of diameter $2R$, every pair is a contact and $M=N(N-1)/2$. For uniform islands in a square of side $L$, $M$ can be calculated. Let $u$ and $v$ be the horizontal and vertical separations of two random centres, divided by $L$. Each has probability density $2(1-u)$ on $0\le u\le1$. With $s=h/L\le1$, the probability of contact is the integral over a quarter disc,

$$P=4\int_{u^2+v^2\le s^2}(1-u-v+uv)\,du\,dv .$$

In polar coordinates the constant gives $\pi s^2/4$, each linear term $s^3/3$, and the product $s^4/8$. Hence

$$\langle M\rangle=\frac{N(N-1)}2\left(\pi s^2-\frac{8s^3}3+\frac{s^4}2\right).$$

The leading term is the bulk result; the second removes neighbours missing beyond the edges. For $N=10^4$, $L=1000$ nm and $h=14.14$ nm the formula gives 31 037, and the mean count in 20 windows was 31 048. At fixed density and fixed $h$, $s^2\propto1/N$, so $M\propto N$.

The counts bear this out. Between 2500 and 40 000 islands, the contacts per island, summed over passes, went from 4.54 to 4.69. The number of candidates plus pointer steps grew by a factor 15.4 for 16 times as many islands, whereas the number of all pairs grows by 256. The longest pointer path at the largest size had 9 steps, against a bound of 15.3. These counts come from one window per size and leave out the sorting.

A narrow strip behaves differently. If its height is far below the island spacing, the islands lie practically on a line and no detour exists, so every gap must close. For $\lambda$ islands per length, a gap exceeds $\ell$ with probability about $e^{-\lambda\ell}$. The largest of $N$ gaps follows from $Ne^{-\lambda\ell}\approx1$, or $\ell\approx\ln N/\lambda$. Each island then has about $\lambda\ell=\ln N$ neighbours on either side within $2r_c\approx\ell$. The contacts number about $N\ln N$, and the crossing radius itself grows with the length of the strip. A threshold found in a wide film must not be carried over to a long, narrow line, even one several island spacings wide. There too a bare gap across the whole line blocks every path, and a longer line offers more places for such a gap.

## A film between two electrodes

Consider a square of side 1000 nm with electrodes at opposite edges, $10^{12}$ nuclei per cm², and a radial growth of $g=0.05$ nm per cycle. These are chosen round values. The density is $\rho=0.01$ nm⁻², so there are $10^4$ nuclei and the first cutoff is $0.5/\sqrt{0.01}=5$ nm.

In one such window the first pass found no crossing. The second, with $R=7.07$ nm, gave $r_c=5.793$ nm, or 57.93 Å. This corresponds to $5.793/0.05\approx116$ cycles. Both passes together examined 133 299 candidates, about 1/375 of all pairs.

Repeated windows give the typical value and its scatter at fixed density:

| Side (nm) | Windows | Mean $r_c$ (nm) | Scatter (nm) |
|---|---|---|---|
| 250 | 40 | 6.15 ± 0.05 | 0.33 |
| 500 | 40 | 6.00 ± 0.03 | 0.17 |
| 1000 | 20 | 6.00 ± 0.03 | 0.12 |

The ± values are standard errors of the mean. The means at the two larger sizes agree within their standard errors, while the scatter between windows falls with size. The higher mean at 250 nm is a sampling fluctuation among 40 windows with large scatter; it should be read neither as the typical value nor as a trend with size. For the largest window a scatter of 0.124 nm is about 2.5 cycles. The single window above lies 0.20 nm below the mean, or 1.6 times the scatter.

The number of nuclei was held fixed. If it fluctuates as $\sqrt N$, the relative change of density is $1/\sqrt N=1\%$. Since $r_c\propto\rho^{-1/2}$, the radius changes by about 0.5%, or 0.03 nm, which is small beside the scatter.

That scaling holds because multiplying all lengths by a common factor leaves the order of contacts unchanged. At $10^{11}$ nuclei per cm², with the same number of nuclei in a correspondingly larger square, the mean crossing radius is $\sqrt{10}\times6.0\approx19$ nm. At the same growth rate this takes about 380 cycles.

How much material is present at the crossing? For random nuclei, the chance that none lies within $r$ of a point far from the edges is $e^{-\eta}$ with $\eta=\pi\rho r^2$. The coverage is thus $1-e^{-\eta}$. At the mean radius $\eta=1.129$ and the coverage is 0.68, so about a third of the surface is still bare.

If the islands are hemispheres, the film is higher than $z$ wherever a nucleus lies within $\sqrt{r^2-z^2}$. The mean thickness, bare areas included, is the integral of this probability over height:

$$\bar t=\int_0^r\left[1-e^{-\pi\rho(r^2-z^2)}\right]dz
=r-\frac{F(\sqrt\eta)}{\sqrt{\pi\rho}},$$

where the substitution $y=\sqrt{\pi\rho}\,z$ produces Dawson's function $F(a)=e^{-a^2}\int_0^a e^{y^2}dy$. The result is 3.0 nm, half the island radius. Sampling the 20 windows gave 2.991 nm against 2.995 nm from the formula, and a coverage of 0.676 against 0.677.

First contact is not yet a good conductor. If the deciding link joins two islands, they touch at a point. At a slightly larger radius $r$ the footprints share a neck of half-width $\sqrt{r^2-r_c^2}$. One cycle after crossing this is $\sqrt{6.045^2-5.995^2}\approx0.8$ nm.

## What the model leaves out

The parameters are illustrative values for a metal such as ruthenium deposited in cycles on an oxide. Nucleus density and growth per cycle depend on the precursor, the surface and the temperature, and must be measured for a real process. Real nuclei do not all appear at once, need not be placed independently, and can change shape after touching. The following effects were computed in windows of side 500 nm, with the total number of nuclei formed and the growth rate unchanged.

**Late nucleation.** If all births satisfy $b_i\le B$, each weight rises by at least 0 and at most $B$, and so does the minimax. Births spread evenly over 40 cycles delayed the crossing by 19 cycles on average, close to the mean birth time of 20 cycles.

**Conduction across a gap.** If current already passes a gap $\delta$, an island pair connects at $(d_{ij}-\delta)/2$ and an edge link at $x_i-\delta$. The crossing therefore comes earlier by between $\delta/2$ and $\delta$. Pair weights now lie below $d_{ij}/2$, which would spoil the cutoff argument. Using $r+\delta/2$ as the clock restores the pair weight $d_{ij}/2$ and makes the edge weight $x_i-\delta/2$. For $\delta=1$ nm the mean advance was 10.0 cycles, or 0.50 nm. This is the lower bound to the digits given, so the cheaper edge links hardly mattered.

**Spacing between nuclei.** A nucleus may suppress others nearby by capturing material. With a minimum spacing of 5 nm and the same number of nuclei, the mean crossing radius fell to 5.29 nm, which is $14.2\pm0.8$ cycles earlier.

**Relaxation after contact.** The opposite limit to frozen shapes is that touching islands merge at once into a single hemisphere of equal volume at their common centre of mass. In one window, 2500 islands had become 536 by cycle 120, with a mean radius of 7.9 nm. Their disc area was 0.44 of the window area, against a coverage of 0.68 with frozen shapes. The comparison is at equal cycle number, not at equal deposit: with the radial rate held fixed, merged islands expose less surface and have collected less material than the frozen film. No chain of separate islands can survive in this limit, so a crossing would need one disc of radius at least 250 nm. Its area alone would be $\pi(250)^2/500^2=0.79$ of the window, more than all islands together possess, so there is no crossing at cycle 120.

This last effect alters the picture most. It does not merely shift the contacts by some cycles: a crossing now requires a single disc that spans the window, and at cycle 120 the islands, with a mean radius of 7.9 nm, are far from that. The figure of about 120 cycles applies to the chosen density and growth rate, and to islands that start together at independent random places and stay essentially where and as they grew. Where merging islands round off faster than they grow, the contact rule itself must be replaced, however efficiently its links are sorted. The full numerical output follows.

## Computed results

```
Five islands, window width 40 nm; centres (nm):
  A(5,10)  B(14,12)  C(22,20)  D(27,8)  E(36,14)
  merge E-right at r = 4.000 nm
  merge A-B at r = 4.610 nm
  merge A-left at r = 5.000 nm
  merge D-E at r = 5.408 nm
  merge B-C at r = 5.657 nm
  merge C-D at r = 6.500 nm
  crossing radius = 6.500 nm
Largest difference from all-pairs minimax, 12 sets = 2.8e-17 box units
Flood fill brackets r_c within +/- 0.00128 box units in 16 sets
Candidates per contact, uniform = 2.78
Candidates per contact, clustered = 2.77
Candidates per contact, clump lattice = 8.16
Uniform limit 9/pi = 2.86
Nucleus density = 1.0e+12 cm^-2 = 0.010 nm^-2
Radial growth = 0.050 nm/cycle; first cutoff = 5.00 nm
Side 250 nm, N=625, 40 windows: mean r_c = 6.152 +/- 0.052 nm, scatter = 0.328 nm
Side 500 nm, N=2500, 40 windows: mean r_c = 6.000 +/- 0.027 nm, scatter = 0.171 nm
Side 1000 nm, N=10000, 20 windows: mean r_c = 5.995 +/- 0.028 nm, scatter = 0.124 nm
Example window (1000 nm): r_c = 5.793 nm = 57.93 angstrom
Example crossing cycle = 115.9
Example passes = 2, candidates = 133299, contacts = 46658
All pairs in example = 49995000
Contacts within 14.14 nm: mean counted = 31048, formula = 31037
At mean r_c (1000 nm): cycle = 119.9, eta = 1.129
  coverage: formula = 0.6766, sampled = 0.6758
  mean thickness: formula = 2.995 nm, sampled = 2.991 nm
N=2500: per island candidates = 12.94, contacts = 4.54; links/find = 1.11, deepest = 6 (bound 11.3)
N=10000: per island candidates = 13.22, contacts = 4.65; links/find = 1.04, deepest = 7 (bound 13.3)
N=40000: per island candidates = 13.36, contacts = 4.69; links/find = 1.01, deepest = 9 (bound 15.3)
Counted work ratio, N=40000 to N=2500 = 15.43 (all pairs: 256)
Nucleation spread over 40 cycles: mean delay = 19.0 cycles
Conducting gap 1.0 nm: mean advance = 10.0 cycles
Minimum spacing 5.0 nm: mean r_c = 5.289 nm, shift = -14.2 +/- 0.8 cycles
Full relaxation at cycle 120: islands 2500 -> 536, mean radius = 7.91 nm
  disc area/window area = 0.437; without relaxation = 0.677
```
